# Why dual-frequency reactors do not fully decouple ion flux and energy

In a dual-frequency capacitive discharge, the high-frequency (HF) source mainly sustains the plasma and the low-frequency (LF) source mainly sets the ion energy. The separation is partial because both sources act through the same sheaths. LF voltage thickens a sheath and so reduces the HF current that a given HF voltage can drive. It changes the electron heating produced by each unit of HF current. It also accelerates secondary electrons, which ionize the gas. In the other direction, HF voltage adds to the mean sheath voltage and therefore to the ion energy.

The sign of the resulting flux change depends on what is held fixed. In the example below, adding 400 V of LF lowers the ion flux to 0.38 of its initial value at fixed HF voltage, but raises it by a factor of 1.34 at fixed HF current. Without secondary emission the two ratios are 0.33 and 1.19.

## One sheath shared by two frequencies

Consider a symmetric discharge with singly charged ions of mass \(M\). SI units are used, and \(T_e\) denotes the electron temperature as an energy. Ions enter each sheath at density \(n_0\) and Bohm speed \(u_B=\sqrt{T_e/M}\), cross it without collisions, and respond to the time-averaged field. The bulk density is also taken as \(n_0\).

Let \(Q\) be the total ion charge per area in the fully expanded sheath, and let \(Q\zeta\) be the part lying between its plasma side and a chosen point. Thus \(\zeta=0\) at the plasma side and \(\zeta=1\) at the electrode. Electrons fill the region \(\zeta<z(t)\), with a sharp edge at

\[
z=\tfrac12+a_l\cos\phi_l+a_h\cos\phi_h,\qquad a_l+a_h=\tfrac12 .
\]

The subscripts mean LF and HF, and the phases are independent. The condition on the amplitudes lets the edge just reach the electrode. The current density has magnitude \(Q|\dot z|\), so its HF amplitude is \(J_h=\omega_h a_hQ\).

By Gauss's law, the field towards the electrode is \(Q(\zeta-z)_+/\varepsilon_0\), where the subscript plus means zero when the bracket is negative. Ion flux conservation gives \(n=n_0u_B/u\), hence

\[
dx=\frac{Q\,d\zeta}{en}=\frac{Q}{en_0}\frac{u}{u_B}\,d\zeta .
\]

Put this into \(Mu\,du=e\bar E\,dx\), cancel \(u\), and use \(Mu_B^2=T_e\):

\[
\frac{d(u/u_B)}{d\zeta}=\Lambda\langle(\zeta-z)_+\rangle,\qquad
\Lambda=\frac{Q^2}{\varepsilon_0n_0T_e}.
\]

Since \((\zeta-z)_+\) is the derivative of \((\zeta-z)_+^2/2\), integration from \(u=u_B\) gives

\[
\frac{u}{u_B}=\frac{n_0}{n}=1+\Lambda G(\zeta),\qquad
G(\zeta)=\tfrac12\langle(\zeta-z)_+^2\rangle .
\]

Ion acceleration therefore also determines how dilute the plasma is near the electrode.

Let \(A=a_l^2+a_h^2\). The displacement \(z-\frac12\) has zero mean and mean square \(A/2\), so \(G(1)=\frac12(\frac14+\frac A2)\). Energy conservation then gives the mean sheath voltage and ion impact energy:

\[
e\bar V=\tfrac12M(u^2-u_B^2)
=T_e\left[\Lambda G(1)+\tfrac12\Lambda^2G(1)^2\right],
\qquad \mathcal E_i=e\bar V+\tfrac12T_e .
\]

Both sources enter through \(\Lambda\) and \(A\).

## The thickness coupling

The maximum thickness is the integral of \(dx\). Interchanging the average and the integral gives \(\int_0^1G\,d\zeta=\langle(1-z)^3\rangle/6\). The third moment of \(z-\frac12\) vanishes, so this cube averages to \(\frac18+3\cdot\frac12\cdot\frac A2\). With \(\lambda_D=\sqrt{\varepsilon_0T_e/(e^2n_0)}\) and \(Q/(en_0)=\lambda_D\sqrt\Lambda\),

\[
s=\lambda_D\sqrt\Lambda\left[1+\frac{\Lambda}{6}\left(\frac18+\frac{3A}{4}\right)\right].
\]

To connect this with the applied voltages, integrate the instantaneous field:

\[
V(z)=\frac{T_e}{e}\Lambda\int_z^1(\zeta-z)[1+\Lambda G(\zeta)]\,d\zeta .
\]

If the electron number is constant during a cycle, the opposite sheath has edge coordinate \(1-z\). Neglecting the voltage across the bulk plasma, the applied voltage is the difference of the two sheath voltages. One sheath has a cosine component \(2\langle V\cos\phi_j\rangle\), and the other has the opposite one. The applied amplitude is therefore \(V_j=4|\langle V\cos\phi_j\rangle|\). The two amplitudes fix \(\Lambda\) and \(a_h\).

The uniform-density limit makes the coupling visible. Without \(\Lambda G\), the integral is \((1-z)^2/2\), and the difference between the sheaths is

\[
\tfrac12[z^2-(1-z)^2]=z-\tfrac12 .
\]

Thus \(V_j=(T_e/e)\Lambda a_j\). Adding the two amplitudes gives \(V_l+V_h=\Lambda T_e/(2e)\). Consequently \(a_h=V_h/[2(V_l+V_h)]\) and \(Q=\sqrt{2e\varepsilon_0n_0(V_l+V_h)}\), so

\[
J_h=\omega_hV_h\sqrt{\frac{e\varepsilon_0n_0}{2(V_l+V_h)}} .
\]

At fixed density and HF voltage, LF voltage reduces HF current. Raising \(V_l\) from 0 to 400 V at \(V_h=200\) V gives the factor \(\sqrt{200/600}=0.58\) in this limit. The full graded sheath gives 0.49.

## The heating coupling

Treat the sheath edge as a moving wall that reflects electrons. Let \(J>0\) when it moves towards the plasma. Its speed is \(u_s=J/(en_s)\), where \(n_s\) is the density at the edge, while bulk electrons drift in the same direction at \(u_b=J/(en_0)\). Let \(w=u_s-u_b\), and let \(v\) be an electron's thermal velocity towards the wall, with one-dimensional Maxwellian distribution \(f\). The approach speed is \(v+w\), and each reflection transfers momentum \(2m(v+w)\). The pressure is

\[
p=2mn_s\int_{-w}^{\infty}(v+w)^2f\,dv
\simeq n_sT_e+mn_s\bar v\,w,\qquad
\bar v=\sqrt{\frac{8T_e}{\pi m}} .
\]

The expansion uses \(\int_0^\infty v^2f\,dv=T_e/(2m)\) and \(\int_0^\infty vf\,dv=\bar v/4\). Shifting the lower limit contributes only at higher order in \(w\).

The power per area is \(pu_s\). Because \(n_su_s=J/e\), its first term is \(T_eJ/e\), which averages to zero. The second leaves

\[
\bar S=\frac{m\bar v}{e^2}\left\langle J^2\left(\frac1{n_s}-\frac1{n_0}\right)\right\rangle
=\frac{m\bar v\Lambda}{e^2n_0}\langle J^2G(z)\rangle .
\]

This heating vanishes for uniform density, because the bulk then moves with the edge. In a graded sheath, LF motion carries the edge through regions of different density and changes the speed associated with a given HF current.

The cross term in \(J^2\) averages to zero, since it is odd in each phase while \(G(z)\) is even. The HF part per sheath is

\[
\bar S_h=\frac{m\bar v}{2e^2n_0}J_h^2R_h,\qquad
R_h=2\Lambda\langle\sin^2\phi_h\,G(z)\rangle .
\]

Two limits show how \(R_h\) behaves. With LF dominant, \(a_h\to0\), the HF phase is independent of edge position, and \(R_h\to\Lambda\langle G\rangle\). With HF alone, \(2\sin^2\phi=1-\cos2\phi\) gives \(R_h=\Lambda[\langle G\rangle-\langle G\cos2\phi\rangle]\). The function \(G\) is the same in both limits, since each has one cosine of amplitude \(\frac12\). Two integrations by parts give

\[
\langle G\cos2\phi\rangle=\tfrac1{12}\langle\sin^4\phi\,G''(z)\rangle>0 ,
\]

because \(G''(\zeta)\) is the fraction of time for which \(z<\zeta\). At equal \(\Lambda\), the LF-dominated sheath therefore has the larger \(R_h\). HF alone has zero current when its edge reaches the dilute region at the electrode; with LF present, HF current can flow near that position.

Between these limits \(R_h\) need not rise steadily. At fixed HF voltage and density, its computed values relative to HF alone are 0.83, 0.98, 1.44 and 1.89 for \(V_l=100\), 200, 400 and 600 V. At 100 V, \(\Lambda\) has risen by a factor of 1.40, but the phase average has fallen to 0.59. The phase average can be found exactly. If \(z'\) is an independent copy of \(z\), then \(\langle G\rangle=\frac14\langle(z-z')^2\rangle=A/4\). The same two integrations by parts, now with amplitude \(a_h\), give \(\langle G\cos2\phi_h\rangle=\frac13a_h^2\langle\sin^4\phi_h\,G''(z)\rangle=a_h^2/16\). The last step uses \(G''(z)+G''(1-z)=1\): shifting both phases by \(\pi\) exchanges \(z\) and \(1-z\) without changing \(\sin^4\phi_h\), so \(G''\) can be replaced by \(\frac12\). Hence

\[
R_h=\frac{\Lambda}{16}\left(4a_l^2+3a_h^2\right).
\]

Because \(a_l+a_h\) is fixed, sharing the motion between two frequencies lowers the sum of squares. At 100 V, where \(a_h=0.330\), this accounts for the factor 0.59.

Ohmic heating adds \((m\nu/e^2)\langle J^2\int dx/n\rangle\) over the electron-filled gap, where \(\nu\) is the electron collision frequency.

## Secondary electrons and the flux

Let \(P\) be the ohmic plus collisionless power per electrode area, including both sheaths, and let \(\Gamma=n_0u_B\) be the ion flux to each electrode. Each ion releases \(\gamma\) secondary electrons on average. In the mean-field ion model the ion flux at the electrode is steady, so emission is steady too and a secondary gains \(e\bar V\) on average. If a fraction \(\eta\) of that energy is deposited in the plasma,

\[
P+2\Gamma\gamma\eta e\bar V=2\Gamma\mathcal E_{\rm loss},
\qquad
\Gamma=\frac{P}{2(\mathcal E_{\rm loss}-\gamma\eta e\bar V)} .
\]

Here \(\mathcal E_{\rm loss}=\mathcal E_c+T_e[2(1+\gamma)+\frac12]\): collisional cost, energy carried out by electrons, and ion acceleration before the sheath. Even at constant \(P\), a larger sheath voltage raises the flux. The formula requires a positive denominator; near zero, the assumption of fixed plasma parameters is no longer credible.

## A worked case

Take \(M=40\) u, \(T_e=3\) eV, a 5 cm gap, \(\nu=2\times10^7\ \mathrm{s^{-1}}\), and sources at 10 and 100 MHz. Let \(\mathcal E_c=50\) eV, \(\gamma=0.10\) and \(\eta=0.50\). These are round model parameters, and \(\eta\) is generous for this collision frequency, as discussed below. The averages keep the phases independent, which describes frequencies near 10 and 100 MHz that are not locked. An exact 10:1 ratio fixes the relative phase. At the charge amplitudes of the 400 V case, the two mean sheath voltages then range from both 219 V to 224 and 204 V, while the total collisionless power is unchanged. At fixed \(V_h=200\) V, the results with secondary emission are:

| \(V_l\) (V) | Ion energy (eV) | Flux (\(10^{19}\ \mathrm{m^{-2}s^{-1}}\)) |
|---:|---:|---:|
| 0 | 82 | 6.90 |
| 200 | 149 | 3.04 |
| 400 | 225 | 2.63 |
| 600 | 304 | 2.52 |

At 400 V and fixed density, the HF current factor is 0.489 and \(R_h\) changes by a factor of 1.438. The HF collisionless power factor is their combination, \(0.489^2\times1.438=0.344\). The loss of current outweighs the greater heating per unit current squared. This power ratio also holds when density changes: \(J_h^2/n_0=\omega_h^2a_h^2\Lambda\varepsilon_0T_e\) contains no density.

The lower density feeds back on the sheath. Thickness grows by a factor of 1.91 at fixed density, while the actual density falls from \(2.57\times10^{16}\) to \(9.79\times10^{15}\ \mathrm{m^{-3}}\). The longer Debye length contributes another factor \(\sqrt{25.7/9.79}=1.62\), giving 3.09 overall, from 1.31 to 4.03 mm.

The flux at 400 V follows from the power balance. Ohmic, LF collisionless and HF collisionless heating supply \(60.2+10.4+325.3=395.9\ \mathrm{W\,m^{-2}}\). The net cost per ion is \(58.1-0.10\times0.50\times223.8=46.9\) eV, so

\[
\Gamma=\frac{395.9\ \mathrm{W\,m^{-2}}}{2(46.9\ \mathrm{eV})(1.602\times10^{-19}\ \mathrm{J/eV})}
=2.63\times10^{19}\ \mathrm{m^{-2}s^{-1}} .
\]

Without secondary emission the flux is \(2.15\times10^{19}\ \mathrm{m^{-2}s^{-1}}\). With \(\eta=0.50\), secondaries raise it by 23% at 400 V and by 34% at 600 V, partly offsetting the loss of HF heating. These gains depend strongly on \(\eta\). The fastest secondaries leave when the opposite sheath voltage is low, so at low pressure most cross the gap and escape. In argon at the gas density implied by \(\nu\), about 0.9 Pa, an estimate from collision cross sections gives \(\eta\approx0.1\)–0.15 and gains of only 3–5%. A value near 0.5 needs a considerably higher pressure, where the sheath is no longer collisionless. The LF source itself adds little electron heating: collisionless heating contains \(\omega_j^2a_j^2\), which favours the HF source.

Holding HF current at its initial value reverses the flux change. With 400 V of LF, the HF voltage must rise from 200 to 472 V, and the flux becomes \(9.22\times10^{19}\ \mathrm{m^{-2}s^{-1}}\), 1.34 times its initial value. Without secondaries, the corresponding ratio is 1.19, so secondary emission is not the sole cause. This comparison concerns the 400 V endpoint; it does not establish a steady rise from zero LF voltage.

The reverse coupling appears when \(V_h\) rises from 200 to 300 V at \(V_l=400\) V. The flux grows by 78%, but the ion energy also grows from 225 to 262 eV.

## Where the model applies

The mean-field ion model requires many LF radians during an ion's transit. From \(dx/u=Q\,d\zeta/(en_0u_B)\), the transit time is \(\tau=Q/(en_0u_B)\). At \(V_l=400\) V and \(V_h=200\) V, \(\omega_l\tau=25.5\). Ions followed through the oscillating field arrive with mean energy 227 eV, against 225 eV from the mean field, and a standard deviation of 24 eV. At much lower LF, ions would follow the changing voltage and this description would fail.

For the same case, direct integration over electron reflections gives 9% more collisionless power than the leading-order formula. At one tenth of the drive the difference is about 0.1%, as expected for a finite-speed correction. The balance above uses the leading-order value. The correction grows with drive, from 4% at \(V_l=0\) to 11% at 600 V. The moving-wall picture has a further weakness: it gives electrons at the edge density \(n_s\) the bulk drift \(u_b\), whereas current continuity requires a mean drift \(J/(en_s)=u_s\). Since this term supplies most of the power, its size should be taken as a model estimate. Near the electrode, \(|w|\) briefly exceeds the electron thermal speed \(\sqrt{T_e/m}\), so the assumption that electrons follow a retreating edge is strained there. The imposed sinusoidal currents also produce voltage components outside the two fundamentals, with 3.4% of the total rms voltage.

Collisionless ions require a mean free path much longer than the sheath, which is 4 mm thick in this case. In argon at the gas density implied by \(\nu\), about \(2\times10^{20}\ \mathrm{m^{-3}}\), the mean free path near the electrode is roughly 14 mm and about 30% of the ions collide in the sheath; this lowers the mean ion impact energy and broadens its distribution.

The bulk density was set equal to the sheath-edge density, although a real bulk is denser. The edge was made to just reach the electrode instead of balancing electron and ion currents there, and \(\mathcal E_{\rm loss}\) omits the potential that escaping electrons must climb. An estimate of that term, 5–10 eV, lowers the fluxes at 0 and 400 V by 17% and 11% and moves their ratio from 0.38 to about 0.41. Temperature, collision frequency, secondary yield and deposited fraction were held fixed; electromagnetic and series-resonance effects were omitted. The neglected bulk voltage comes mainly from electron inertia. For a gap \(L\), its HF amplitude is about \(m\omega_hLJ_h/(e^2n_0)\), or 10–13% of the 200 V HF voltage in the cases with \(V_l=400\) V and \(V_l=0\). It opposes the sheath voltage, so at a given applied HF voltage the model underestimates the sheath voltage and the flux. These choices affect the size of the coupling and may alter its balance. Further values are in the numerical output.

## Table of computed values

```
Ion mass 40 u; Te 3.0 eV
Gap 5.0 cm; collision frequency 2.00e+07 s^-1
LF 10 MHz; HF 100 MHz
Bohm speed 2690.1 m/s; mean electron speed 1.1592e+06 m/s
Collision cost 50.0 eV per ion pair
Secondary yield 0.10; deposited fraction 0.50
Loss energy: 57.50 eV without secondaries, 58.10 eV with
Fixed HF voltage amplitude 200 V
VLF/V  energy/eV  flux(no sec)/m^-2s^-1  flux(sec)/m^-2s^-1
    0     82.28      6.4875e+19      6.9010e+19
  100    112.14      3.4144e+19      3.7367e+19
  200    148.57      2.6765e+19      3.0350e+19
  400    225.26      2.1470e+19      2.6337e+19
  600    304.03      1.8842e+19      2.5220e+19
With secondaries: VLF/V  Lambda  a_HF  n0/m^-3  s/mm  JHF/A m^-2
    0   34.166 0.50000 2.5654e+16 1.306 606.75
  100   47.952 0.33010 1.3891e+16 2.137 349.21
  200   57.294 0.25000 1.1282e+16 2.834 260.54
  400   70.589 0.17016 9.7906e+15 4.030 183.36
  600   80.969 0.12975 9.3753e+15 5.079 146.53
Fixed-density factors relative to VLF=0 (dimensionless):
VLF/V  thickness  HF current  HF resistance  HF collisionless power
    0 1.0000 1.0000 1.0000 1.0000
  100 1.2042 0.7821 0.8278 0.5064
  200 1.4391 0.6475 0.9782 0.4101
  400 1.9062 0.4892 1.4381 0.3441
  600 2.3510 0.3995 1.8923 0.3020
Electron power, W/m^2: VLF/V  ohmic  collisionless LF  HF  secondary
    0 250.05 0.00 945.41 89.31
  100 149.16 1.50 478.77 66.24
  200 101.93 3.88 387.71 71.51
  400 60.23 10.35 325.33 94.42
  600 43.22 18.58 285.49 122.24
Fixed HF current, VLF=400 V; flux ratio is relative to VLF=0:
yield  JHF/A m^-2  VHF/V  energy/eV  flux/m^-2s^-1  ratio
0.00 588.29 523.90 345.94 7.7011e+19 1.1871
0.10 606.75 472.29 326.25 9.2176e+19 1.3357
VLF=400 V, VHF=300 V: energy 261.54 eV, flux 4.6915e+19 m^-2 s^-1
Checks at VLF=400 V, VHF=200 V, with secondaries:
Tracked ion energy: mean 227.45 eV, standard deviation 23.80 eV
Ion transit: formula 406.43 ns, tracked 408.30 ns
LF angular frequency times transit time 25.54
Non-fundamental / total rms voltage 0.03390
Kinetic / leading-order collisionless power 1.0926
Same ratio at one tenth drive 1.00096
```
